The Lorenz ratio of the Dirac fluid in graphene near neutrality

**What goes wrong with the Wiedemann-Franz estimate**

An electronic thermal conductivity is conveniently estimated from a measured electrical conductivity by κ = L0σT, with L0 = (π²/3)(k_B/e)². In clean graphene near charge neutrality, when carriers collide with each other much more often than with disorder, the estimate fails in both directions. In the model worked out below, which leaves out screening and therefore overstates the collision rate, it is 53 times too small at zero density and too large, by a factor 1/0.73, at 1.4×10¹⁰ cm⁻². A correction factor fixed at one gate voltage does not carry over to another: in the same model the ratio L = κ/(σT) halves within about 3×10⁹ cm⁻². The ratio is also not a constant of the material: at zero density it is proportional to τ/τ_ee, the momentum relaxation time over the carrier collision time, while at a fixed nonzero density it eventually falls as 1/τ.

**Model and conventions**

Hartree units are unnatural here; ħ = v = k_B = 1 with v the cone velocity. There are N = 4 flavours (spin and valley), bands λ = ±1, energy ε = λ|p| and velocity λp̂. The sample is infinite and homogeneous, the response is linear, both bands share one local chemical potential μ, and phonons are left out. The current j counts electrons, so σ carries a factor e² in laboratory units and L is in (k_B/e)². The drives along x are F = −eE − ∂_xμ and G = −∂_xT/T. The heat current is j_Q = J_E − μj, and κ is defined at j = 0 by j_Q = κTG.

For the local Fermi function f, with f′ = ∂f/∂ε = −f(1−f)/T, one has ∂_x f = f′[−∂_xμ − (ε−μ)∂_xT/T] and ∂f/∂p_x = v_x f′, so the left side of the stationary Boltzmann equation is v_x f′[F + (ε−μ)G]. Write δf = f(1−f)Φ and the collision term as −f(1−f)(C+D)Φ, with C for carrier collisions and D = 1/τ(ε) for elastic disorder, τ(ε) even in ε. Dividing by −f(1−f),

(C+D)Φ = v_x[F + (ε−μ)G]/T.   (1)

With the scalar product ⟨A,B⟩ = N Σ_λ ∫d²p/(2π)² f(1−f)AB the currents are j = ⟨v_x,Φ⟩ and J_E = ⟨εv_x,Φ⟩. The angular average of v_x² is 1/2, so ⟨Av_x,Bv_x⟩ = (NT/4π)∫dε|ε|(−f′)AB over both signs of ε.

Two products are thermodynamic. Let x = |ε| and h(x) = 1 − f(−x) be the hole occupation, so that −f′(−x) = −h′(x). Integration by parts gives

⟨v_x,εv_x⟩ = (NT/4π)∫₀^∞ x²(−f′+h′)dx = (NT/2π)∫₀^∞ x(f−h)dx = Tn,

⟨εv_x,εv_x⟩ = (NT/4π)∫₀^∞ x³(−f′−h′)dx = (3NT/4π)∫₀^∞ x²(f+h)dx = (3/2)TU,

where n is electrons minus holes and U the energy density. The pressure Π = (NT/2π)∫x[ln(1+e^(−(x−μ)/T)) + ln(1+e^(−(x+μ)/T))]dx becomes (N/4π)∫x²(f+h)dx = U/2 by parts. Hence (3/2)U = U + Π = w, the enthalpy density, w = Ts + μn = 3Π, and ⟨εv_x,εv_x⟩ = Tw. Both identities were tested by quadrature against derivatives of Π.

At μ = 0, expanding f = Σ_k(−1)^(k+1)e^(−kx/T) gives ∫₀^∞ x^m(−f′)dx = T^m Γ(m+1)η(m), with η(0) = 1/2, η(1) = ln2, η(2) = π²/12, η(3) = 3ζ(3)/4, η(4) = 7π⁴/720. Then

⟨v_x,v_x⟩ = N ln2 T²/(2π) = 0.4413 T²,  w = Ts = 9ζ(3)N T³/(4π) = 3.4436 T³.

**The baseline without collisions**

For C = 0, (1) is solved by Φ = τ(ε)v_x[F+(ε−μ)G]/T. At μ = 0 the cross term ⟨v_x,τεv_x⟩ is odd in ε and vanishes, so σ = ⟨v_x,τv_x⟩/T and κ = ⟨εv_x,τεv_x⟩/T². For τ ∝ |ε|^a,

L = Γ(4+a)η(3+a)/[Γ(2+a)η(1+a)].

This is 2η(2)/η(0) = π²/3 for a = −1, 6η(3)/η(1) = 9ζ(3)/(2 ln2) = 7.804 for a = 0, and 24η(4)/(2η(2)) = 7π²/5 = 13.82 for a = 1, that is L/L0 = 1, 2.37 and 4.2. At μ = 20T and a = 0 quadrature gives L/L0 = 0.992. One time τ(ε) limits both currents, its magnitude cancels, and L depends only on μ/T and on how τ varies with energy. For the weak power laws above L/L0 stays of order one; a steeper rise of τ(ε) gives more, for instance 13 for a = 4 at μ = 0. An L that keeps growing as the sample gets cleaner, at a fixed energy dependence of τ, needs a second time.

**Why collisions treat the two currents differently**

On the cone εv = (λ|p|)(λp̂) = p in both bands. The energy current is therefore the momentum density, J_E = P (v²P with v restored), and a collision that conserves momentum conserves J_E. The charge current is Σλp̂, which momentum conservation does not fix. An electron in the upper band at p and one in the lower band at −p have zero total momentum and parallel velocities; a collision can send them to p′ and −p′ and turn their current through any angle short of exact reversal, where the spinor overlaps vanish.

The identity depends on the spectrum. In general εv = ∇_p(ε²/2), which equals p when ε² is p² plus a constant, so a gapped cone keeps it too. For the nearest-neighbour honeycomb lattice, ε² acquires a cubic term (trigonal warping), so the change of J_E in a collision should be linear in k relative to v²k, with k the momentum scale from the cone point. One interband collision solved numerically on the lattice, with finite-difference velocities, confirms this: the charge current changes by 3.15v at both scales, while |ΔJ_E|/(v²k) is 5.6×10⁻³ at k = 0.004 per bond length and 2.8×10⁻³ at 0.002. Crystal momentum stays conserved in such normal collisions, so warping splits a small relaxing part off J_E and leaves the main part protected.

Conservation alone is not enough; the charge current must also be decoupled from momentum. Its overlap with momentum is ⟨v_x,εv_x⟩ = Tn. At n = 0 an electric field pushes electrons and holes oppositely, injects no momentum, and excites a mode that C relaxes. A temperature gradient pushes both the same way, and the resulting flow is stopped by D alone.

**Properties of the collision operator**

Write f_i = 1/(e^(x_i−Φ_i)+1) with x = (ε−μ)/T, which reproduces δf to first order and has f/(1−f) = e^(−x+Φ). The loss-minus-gain factor of a process 1,2→3,4 is

f₁f₂(1−f₃)(1−f₄) − f₃f₄(1−f₁)(1−f₂) = ∏(1−f_i)[e^(−x₁−x₂+Φ₁+Φ₂) − e^(−x₃−x₄+Φ₃+Φ₄)].

Since x₁+x₂ = x₃+x₄, its first-order part is f₁f₂(1−f₃)(1−f₄)ΔΦ with ΔΦ = Φ₁+Φ₂−Φ₃−Φ₄. Using f = e^(−x/2)/(2cosh(x/2)) and 1−f = e^(x/2)/(2cosh(x/2)), the exponentials cancel and the occupation factor is 1/[16∏cosh(x_i/2)], symmetric in all four states. Multiply by Ψ₁ and sum. Relabelling 1↔2 with 3↔4, and (12)↔(34), which flips the sign of ΔΦ, replaces Ψ₁ by ΔΨ/4:

⟨Ψ,CΦ⟩ = (1/4)Σ(rate)ΔΨΔΦ/[16∏cosh(x_i/2)].   (2)

So C is symmetric and non-negative, and C(εv_x) = 0 because Δ(εv_x) = Δp_x = 0.

**Reduction to hydrodynamics**

Split Φ = uεv_x/T + Φ⊥ with ⟨εv_x,Φ⊥⟩ = 0. The first term is a drift, since f(ε−up_x) = f + f(1−f)up_x/T. Define the parts of the current and of the disorder force orthogonal to momentum,

β = v_x − (n/w)εv_x,  γ = D εv_x − εv_x/τ,  1/τ = ⟨εv_x,εv_x/τ(ε)⟩/(Tw).

Orthogonality holds because ⟨εv_x,β⟩ = Tn − (n/w)Tw = 0, and by the definition of τ for γ. With X = F − μG the source of (1) is

(Xv_x + Gεv_x)/T = Xβ/T + [(nX + wG)/w]εv_x/T.

The orthogonal part of (1) reads (C+D⊥)Φ⊥ + uγ/T = Xβ/T, with D⊥ the projection of D. With R = (C+D⊥)⁻¹,

Φ⊥ = R(Xβ − uγ)/T.

The product of (1) with εv_x loses C by symmetry and gives wu/τ + ⟨γ,Φ⊥⟩ = nX + wG. The currents are J_E = wu and j = nu + ⟨β,Φ⊥⟩. Setting σ′ = ⟨β,Rβ⟩/T and δn = ⟨β,Rγ⟩/T,

[w/τ − ⟨γ,Rγ⟩/T]u = (n−δn)X + wG,  j = (n−δn)u + σ′X.   (3)

Nothing has been dropped so far. Suppose C relaxes every mode orthogonal to momentum in a time of order τ_ee ≪ τ. Then R is of order τ_ee and γ of order 1/τ. The term ⟨γ,Rγ⟩ changes 1/τ by a relative amount of order τ_ee/τ. The shift δn is of order τ_ee/τ and vanishes at μ = 0, where β is even in ε, γ is odd, and R preserves the parity by particle-hole symmetry; it is therefore of order τ_ee/τ relative to n. Finally σ′ tends to σ_Q = ⟨β,C⁻¹β⟩/T. To leading order,

wu/τ = nX + wG = nF + TsG,  j = nu + σ_Q(F−μG),  j_Q = wu − μj.   (4)

These are the hydrodynamic equations: the force on the fluid is −eEn − ∂_xΠ with dΠ = n dμ + s dT, the energy current is pure convection, and the charge current has a dissipative part. The energy dependence of the disorder survives at this order through the single average τ.

**Transport coefficients**

At G = 0, u = nτF/w and

σ = σ_Q + n²τ/w.   (5)

At F = 0, u = τTsG/w, so j = (nτTs/w − σ_Qμ)G = αTG with α = snτ/w − σ_Qμ/T. At G = 0 the heat current is j_Q = nτF − μσF = [nτ(w−μn)/w − μσ_Q]F = αTF, as Onsager symmetry requires.

For κ set j = 0, which gives X = −nu/σ_Q. The first equation of (4) becomes

u(w/τ + n²/σ_Q) = wG.   (6)

A charged fluid that drifts carries a current nu. In an open circuit a counter-field builds up until the dissipative current cancels it, and that field pulls back on the net charge with force nX = −n²u/σ_Q. This is a second friction, in addition to disorder. Since j_Q = wu at j = 0,

κ = wu/(TG) = (w²/T)/(w/τ + n²/σ_Q) = (wτ/T)/(1 + n²τ/(wσ_Q)) = (wτ/T)σ_Q/σ.   (7)

Define n0² = wσ_Q/τ. Then σ = σ_Q(1+n²/n0²) rises by one factor while κ falls by the same factor, and

L = L_D/(1 + n²/n0²)²,  L_D = wτ/(T²σ_Q).   (8)

Equation (8) holds with w, τ and σ_Q taken at the actual μ. It is a squared Lorentzian in n when they can be frozen at μ = 0.

At neutrality define τ_ee by σ_Q = ⟨v_x,v_x⟩τ_ee/T. Inserting the static values,

L_D = [wτ/T²]T/(⟨v_x,v_x⟩τ_ee) = [9ζ(3)/(2 ln2)]τ/τ_ee = 7.804 τ/τ_ee.

This is the free-carrier number for constant τ multiplied by the ratio of the time that limits heat to the time that limits charge.

The width follows from n0² = w⟨v_x,v_x⟩τ_ee/(Tτ) = 3.4436×0.4413 T⁴ τ_ee/τ, so n0 = 1.233 T²√(τ_ee/τ). The thermal electron density is n_th = (N/2π)(π²/12)T² = 0.5236 T², so n0/n_th = 2.35√(τ_ee/τ). The compressibility is ∂n/∂μ = (N/2π)∫|ε|(−f′)dε = 2⟨v_x,v_x⟩/T = 0.883 T, which puts n0 at μ0 = 1.40 T√(τ_ee/τ). The peak is sharp because a small imbalance between many electrons and many holes already makes n²/σ_Q compete with the weak friction w/τ; the same small ratio τ_ee/τ makes μ0 ≪ T and justifies the frozen parameters. L falls to half at 1+n²/n0² = √2, n = 0.6436 n0, to a quarter at n0, and as n⁻⁴ for n ≫ n0 as long as μ ≪ T. Height and width are tied:

L_D n0² = w²/T² = s²  (μ = 0),   (9)

with neither τ nor σ_Q in it.

The limits τ→∞ and n→0 do not commute. At n = 0, σ tends to σ_Q while κ and L grow as τ. At fixed n ≠ 0, (7) tends to the finite value w²σ_Q/(Tn²), σ grows as τ, and L falls to zero as 1/τ. The cleaner sample has the taller peak and the deeper violation of the opposite sign on its flanks.

**Finite τ_ee/τ**

For constant τ, γ = 0 and D⊥ = 1/τ, so (3) is (4) with σ_Q replaced by σ′ = ⟨β,(C+1/τ)⁻¹β⟩/T, which is smaller than σ_Q because 1/τ is added to every eigenvalue. With σ_D = n²τ/w, L = wτσ′/[T²(σ′+σ_D)²], and

∂ln L/∂ln σ′ = 1 − 2σ′/(σ′+σ_D) = (σ_D−σ′)/(σ_D+σ′).

Lowering σ′ raises L where σ′ > σ_D and lowers it where σ_D > σ′, so the first correction to (8) changes sign near n0. At μ = 0, if v_x relaxes with the single rate 1/τ_ee as in the truncation below, σ′ = ⟨v_x,v_x⟩/[T(1/τ_ee+1/τ)] and L = 7.804(1 + τ/τ_ee), which joins the free value as τ/τ_ee → 0.

**The size of σ_Q in the Born approximation**

Take the unscreened interaction V(q) = 2πα_c/q, with α_c = e²/(4πε₀ε_r ħv) (alpha in the numerical output). The eigenspinors of p·σ are (1, λe^(iθ))/√2, so ⟨3|1⟩ = (1+λ₁λ₃e^(i(θ₁−θ₃)))/2. The direct and exchange amplitudes are M_d = V(p₁−p₃)⟨3|1⟩⟨4|2⟩ and M_x = V(p₁−p₄)⟨4|1⟩⟨3|2⟩. A carrier meets N−1 other flavours with weight |M_d|² and its own with |M_d−M_x|²/2, the half removing the double count of identical final states. Because ΔΦ is symmetric under 3↔4, |M_x|² can be relabelled as |M_d|², and the total weight is N|M_d|² − Re M_dM_x*. The other valley conjugates the overlaps and leaves this unchanged; intervalley scattering is neglected. Then (2) is

C_kl = (N/4)Σ_λ∫d²p₁d²p₂d²p₃(2π)⁻⁶ 2πδ(ΔE)[N|M_d|² − Re M_dM_x*]ΔΦ_kΔΦ_l/[16∏cosh(x_i/2)].

Let Q = p₃−p₁ = p₂−p₄ and W = ε₃−ε₁ = ε₂−ε₄, and write δ(ΔE) = ∫dW δ(W−ε₃+ε₁)δ(W−ε₂+ε₄). For each pair use elliptic coordinates with foci 0 and Q: p₃ = (Q/2)(1+coshρ cosϑ, sinhρ sinϑ). Squaring gives |p₃| = (Q/2)(coshρ+cosϑ) and |p₁| = (Q/2)(coshρ−cosϑ), and the Jacobian is (Q/2)²(cosh²ρ−cos²ϑ) = |p₁||p₃|. The pair p₂, p₄ is treated alike with ρ′, ϑ′. An interband transition has |W| = |p₁|+|p₃| = Q coshρ ≥ Q and an intraband one has |W| = Q|cosϑ| ≤ Q, so both pairs are of the same kind, and each band keeps its number of carriers. In the interband case each delta gives 1/(Q sinhρ), dW = Q sinhρ dρ and d²Q = 2πQ dQ, so the measure is

2π dQ (dρ/sinhρ) dϑ dϑ′ |p₁||p₂||p₃||p₄|.

In the intraband case, with W = Q cosϑ₀, the same steps give 2π dQ (dϑ₀/sinϑ₀) dρ dρ′ times the four moduli, with ρ and ρ′ over the whole real line.

Both measures diverge logarithmically, at ρ→0 and at sinϑ₀→0, where all four velocities are parallel. For Φ = φ(ε)v_x one has there ΔΦ = (φ₁+φ₂−φ₃−φ₄)v_x. This vanishes for φ = 1, λ and ε, which express conservation of total number, band number and energy. Other functions φ get a relaxation rate enhanced by the logarithm, whose cutoff lies beyond Born order. To leading order in that logarithm they drop out, and Φ lies in the span of {1, λ, ε}v_x. At a finite logarithm the truncation gives a lower bound on σ_Q for a given C, because Tσ_Q is the maximum of 2⟨β,Φ⟩ − ⟨Φ,CΦ⟩ over Φ⊥, as completing the square shows.

Scaling all momenta by T gives C_kl ∝ α_c²T³ for k, l = 1, 2 (six powers from the measure, −1 from the delta, −2 from V²). The four-dimensional quadrature at μ = 0 gives C₁₁ = 1.609 and C₂₂ = 0.927 in these units, with C₁₂ = 0 by parity in ε. The imbalance current λv_x thus relaxes on the same scale, as the reduction to (4) requires. Then

τ_ee = ⟨v_x,v_x⟩/C₁₁ = 0.4413/1.609 = 0.274 ħ/(α_c²k_BT),

σ_Q = 0.4413×0.2742 e²/(ħα_c²) = 0.121 e²/(ħα_c²) = 0.760 e²/(hα_c²).

The measure was tested against a Monte Carlo integration in polar variables (ratio 0.997 ± 0.002), and C against a finer grid and, for a screened potential, against total-momentum variables. The number is the leading-logarithm Born value; it leaves out screening, velocity renormalization and higher Born orders. The logarithm is not large at α_c of a few tenths. As a rough measure, adding the one further mode |ε|v_x at μ = 0 and cutting off collinear scattering at angles of order 0.3 or 0.04 raises σ_Q by about 40% or 25% for the unscreened potential, and by a few per cent for a statically screened one. τ_ee and 1/L_D in the worked case below shift in proportion. Equations (5) to (9) do not depend on it. Away from neutrality the three-mode σ_Q falls to 0.994, 0.860 and 0.386 of its neutral value at μ/T = 0.1, 0.5 and 1.5.

Solving (1) directly as a 3×3 system tests the reduction. Over six values of μ/T from 0 to 1.5 and a = −1, 0, 1, the largest deviation of σ, κ, L or α relative to the hydrodynamic value lies between 1.0×10⁻³ and 2.6×10⁻³ at τ/τ_ee = 10³ and is ten times smaller at 10⁴, the expected first-order scaling. At τ/τ_ee = 10⁴ the kinetic L/L(0) is 0.500, 0.250 and 0.0100 at 0.644, 1 and 3 n0, and the product (9) extracted from the kinetic curve equals s² within 2×10⁻⁴ relative, for a = −1 and a = 1.

**How large: a worked case**

Take graphene's four cones with round model parameters v = 10⁶ m/s, T = 100 K, α_c = 0.3 and a constant τ with vτ = 5 µm. The units are ħ/(k_BT) = 0.07638 ps and (k_BT/ħv)² = 1.714×10¹⁰ cm⁻². Then τ = 5 ps/0.07638 ps = 65.46 and τ_ee = 0.2742/0.09 = 3.047, which is 0.233 ps or a path of 0.233 µm, and τ/τ_ee = 21.48. Further,

σ_Q = 0.4413×3.047 = 1.3445 e²/ħ = 8.45 e²/h,

κ(0) = 3.4436×65.46 = 225.4 k_B²T/ħ = 4.08×10⁻⁸ W/K,

L_D = 225.4/1.3445 = 167.7 (k_B/e)² = 51.0 L0,

n0 = √(3.4436×1.3445/65.46) = 0.2659 = 4.56×10⁹ cm⁻².

The half width is 0.6436×0.2659 = 0.171, or 2.93×10⁹ cm⁻², against n_th = 8.98×10⁹ cm⁻², so n0/n_th = 0.51. Relation (9) reads 167.67×0.2659² = 11.86 = 3.4436². The frozen Lorentzian crosses L0 at n/n0 = √(√50.96 − 1) = 2.48, or 1.13×10¹⁰ cm⁻². The digits serve to follow the arithmetic. The example illustrates the equations at τ/τ_ee ≈ 21 and is not a prediction for graphene at these parameters, because screening is not a small correction here: its wave number 2πα_c ∂n/∂μ = 1.66 k_BT/ħv is comparable to the thermal momentum. A crude static estimate, with 1/q in V replaced by 1/(q + 1.66 k_BT/ħv), makes τ_ee about eight times longer. L(0) then drops to between 8 and 9 L0, and L is still about 2 L0 at 1.4×10¹⁰ cm⁻². Reaching the hydrodynamic regime then takes a correspondingly longer τ.

n/n0   μ/T   L/L0: frozen   hydrodynamic   kinetic
0      0      51.0    51.0    53.3
0.644  0.19   25.5    26.3    26.8
1      0.30   12.7    13.6    13.6
2      0.59   2.04    2.50    2.44
3      0.87   0.51    0.76    0.73

The kinetic column uses the three-mode solution; the full table is in the numerical output. At n = 0 it exceeds the hydrodynamic value by the factor 1+τ_ee/τ = 1+1/21.48, giving 53.3; κ is unchanged at 225.4 and σ is lowered from 8.45 to 8.07 e²/h. The difference changes sign close to n0 (13.624 against 13.637), as the derivative with respect to σ′ predicts.

The larger discrepancy is between frozen and running parameters. From w = 3Π, ∂w/∂μ = 3n, so w ≈ w(0) + (3/2)(∂n/∂μ)μ². At μ = 0.30T this adds 1.5×0.883×0.09 = 0.119 to 3.4436, or 3.5%. For L = wτσ_Q/[T²(σ_Q+n²τ/w)²] one has ∂ln L/∂ln w = 1 + 2σ_D/σ, which is 2 at n0, while the derivative with respect to σ_Q vanishes there. The estimate 12.74×1.07 = 13.6 matches the hydrodynamic entry. Beyond n0 the fall of σ_Q lowers L, so the excess of 23% at 2n0 and 48% at 3n0 relative to the frozen curve comes from the growth of w. At τ/τ_ee near 20 the kinetic L exceeds the squared Lorentzian by at most 7% of the latter at the tabulated densities up to n0, but by 20% at 2n0 and 43% at 3n0, the interval in which L crosses L0, so the Lorentzian should not be used to locate that crossing.

**What to do**

Measure σ and κ separately through neutrality and do not convert one into the other with L0 unless τ_ee ≫ τ and μ ≫ T are both established and the scattering that limits the currents is elastic. Phonon scattering well below the Bloch-Grüneisen temperature is not elastic, and it lowers L below L0 even at μ ≫ T. Three relations then follow from the hydrodynamic picture without a microscopic σ_Q; the third discriminates best against carriers that do not collide with each other. By (5), σ is linear in n² for |μ| ≪ T, where σ_Q, w and τ can be frozen, with intercept σ_Q and slope τ/w, both up to relative corrections of order τ_ee/τ; in the example the kinetic [σ(n)−σ(0)]/(n/n0)² drops from 7.7 e²/h at n0 to 6.2 e²/h at 3n0. By (7), the product κσ = wτσ_Q/T is independent of n for |μ| ≪ T; in the example the kinetic product goes from 8.07×225.4 = 1819 at n = 0 to 15.80×112.7 = 1781 at n0, a fall of 2%. For constant τ this product is wτσ′/T, so the 2% is the net of the 3.5% rise of w and a fall of σ′ of about 5%. A nearly constant product is not by itself evidence for hydrodynamics: without carrier collisions and for constant τ it changes by only 0.5% up to μ = 0.3T. By (9), n0√L_D, with L_D in (k_B/e)², is the entropy density 3.44(k_BT/ħv)², here 3.4436×1.714×10¹⁰ = 5.9×10¹⁰ cm⁻², which depends on T and v alone. This too holds up to relative corrections of order τ_ee/τ: with L_D read from the peak and n0² from the intercept and initial slope of σ in n², the statically screened estimate of the worked case gives about 4 in place of 3.44. Carriers without mutual collisions and with constant τ give 5.8 in place of 3.44, if n0² is taken as the intercept of σ divided by its initial slope in n². A fit extending beyond n0 should use w(μ,T) = 3Π in (8) and let σ_Q vary.

A peak value should be read against the baseline. Without carrier collisions L/L0 already reaches 4.2 for a = 1, and more for a steeper τ(ε), so an enhanced value alone does not establish a Dirac fluid. When τ/τ_ee is moderate, L(0) = 7.804(1+τ/τ_ee) is the better inversion for constant τ; for energy-dependent disorder the coefficient of the correction differs, since already in σ the rate added to 1/τ_ee is ⟨v_x,Dv_x⟩/⟨v_x,v_x⟩, which for a = 1 is [η(0)/η(1)][6η(3)/(2η(2))]/τ = 2.37/τ.

The assumptions mark where (8) fails. Density inhomogeneity comparable to n0 makes parts of the sample sit on the flank of the peak, and a uniform n no longer describes it; since n0 shrinks as τ^(−1/2), a longer τ tightens this requirement. Rough side walls also take up momentum, which (4) omits; in viscous flow this matters unless the width is large compared with √(ντ), where ν is the kinematic viscosity, of order v²τ_ee. Phonons remove momentum and also energy, and carry heat of their own that must be subtracted from κ. The collisions treated here conserve each band's number, while the thermal drift at neutrality carries electrons and holes together towards the cold end. The single μ therefore presupposes that pairs are supplied at the hot end and removed at the cold end, either by contacts that exchange both kinds of carrier freely or by a slower recombination process in a sample much longer than the recombination length. Otherwise electrons and holes hold separate chemical potentials, and the gradient of their difference enters (1) as a further source in the mode λv_x, which opposes the drift. If it stops the pair current completely, the three-mode equations of the worked case give κ(0) = 1.9 instead of 225 k_B²T/ħ and L(0) = 0.45 L0: the peak is lost.

Computed results

```
free carriers mu=0 a=-1: L = 3.2899 (kB/e)^2, L/L0 = 1.0000
free carriers mu=0 a=+0: L = 7.8039 (kB/e)^2, L/L0 = 2.3721
free carriers mu=0 a=+1: L = 13.8174 (kB/e)^2, L/L0 = 4.2000
free carriers mu=20T a=0: L/L0 = 0.9918
lattice k=0.004/bond: |dJ|/v = 3.1502, |dJE|/(v^2 k) = 5.616e-03
lattice k=0.002/bond: |dJ|/v = 3.1510, |dJE|/(v^2 k) = 2.807e-03
phase-space test: grid/MonteCarlo = 0.9972 +- 0.0024
C mismatch: two channels (screened) 0.0001, two grids 0.0000
<vx,vx> = 0.4413 T^2, w = 3.4436 T^3, s = 3.4436 T^2 (mu=0)
C11 = 1.609, C22 = 0.927 alpha^2 T^3; fine grid C11 = 1.609
tau_ee = 0.2742 hbar/(alpha^2 kB T); sQ = 0.760 e^2/(h alpha^2)
a=-1: max |kinetic/hydro-1| = 1.09e-03 (tau/tau_ee=1e3), 1.12e-04 (1e4)
a=+0: max |kinetic/hydro-1| = 1.00e-03 (tau/tau_ee=1e3), 1.00e-04 (1e4)
a=+1: max |kinetic/hydro-1| = 2.56e-03 (tau/tau_ee=1e3), 2.56e-04 (1e4)
sQ(mu)/sQ(0) at mu/T=0.1,0.5,1.5: 0.994, 0.860, 0.386
ratio=3e+03 a=-1: L/L(0) at 0.644,1,3 n0 = 0.5000,0.2501,0.01003; LD n0^2/s^2 = 1.0004
ratio=3e+03 a=+1: L/L(0) at 0.644,1,3 n0 = 0.4999,0.2499,0.01002; LD n0^2/s^2 = 1.0006
ratio=1e+04 a=-1: L/L(0) at 0.644,1,3 n0 = 0.5000,0.2500,0.01001; LD n0^2/s^2 = 1.0001
ratio=1e+04 a=+1: L/L(0) at 0.644,1,3 n0 = 0.5000,0.2500,0.01000; LD n0^2/s^2 = 1.0002
inputs: v = 1.0e+06 m/s, T = 100 K, alpha = 0.3, v tau = 5.0 um, N = 4
hbar/(kB T) = 0.07638 ps; density unit (kB T/hbar v)^2 = 1.7140e+10 cm^-2
tau = 65.460, tau_ee = 3.047 hbar/(kB T); tau/tau_ee = 21.48
tau_ee = 0.233 ps; v tau_ee = 0.233 um
sQ = 1.3445 e^2/hbar = 8.448 e^2/h
kappa(0) = 225.42 kB^2 T/hbar = 4.075e-08 W/K
L0 = 3.2899 (kB/e)^2 = 2.4430e-08 W Ohm/K^2
LD = 167.67 (kB/e)^2; LD/L0 = 50.96
n0 = 0.2659 = 4.558e+09 cm^-2; half width = 0.1712 = 2.934e+09 cm^-2
thermal electron density = 0.5236 = 8.975e+09 cm^-2; n0/n_th = 0.508
Lorentzian crosses L0 at n = 2.478 n0 = 1.129e+10 cm^-2; sqrt(sqrt2-1) = 0.6436
n/n0  mu/T  n(cm^-2)  sigma_kin(e^2/h)  kappa_kin(kB^2T/hbar)  L/L0: Lorentzian hydro kinetic
0.000 0.000 0.00e+00 8.07 225.42 50.964 50.964 53.336
0.500 0.150 2.28e+09 10.05 180.03 32.617 33.301 34.202
0.644 0.194 2.93e+09 11.34 159.09 25.482 26.323 26.803
1.000 0.300 4.56e+09 15.80 112.74 12.741 13.637 13.624
2.000 0.590 9.12e+09 36.35 46.42 2.039 2.503 2.439
3.000 0.866 1.37e+10 64.13 24.56 0.510 0.755 0.731
```
